Why LDA Loses the Rydberg Series: Neon as a Worked Case

**1. A well that can be counted by hand**

Take one electron in the attractive potential −V₀e^{−r/a}, in hartree atomic units (ħ = m = e = 1). For an s level of energy E = −k²/2, the radial function u = rR obeys

u″ = [k² − 2V₀e^{−r/a}]u, with u(0) = 0.

Use the variable x = 2a√(2V₀) e^{−r/2a}. Since dx/dr = −x/2a,

u″ = (x²u_xx + xu_x)/(4a²), and 2V₀e^{−r/a} = x²/(4a²).

Multiplying the radial equation by 4a² gives

x²u_xx + xu_x + (x² − 4a²k²)u = 0.

This is Bessel's equation of order 2ak. Large r means x → 0, where J_{2ak} ∝ x^{2ak} ∝ e^{−kr} is the decaying solution. The condition at the origin is therefore

J_{2ak}(x₀) = 0, x₀ = 2a√(2V₀).

Now deepen the well from V₀ = 0. A very shallow well binds nothing, as Section 2 shows. Each level obeys dE/dV₀ = −⟨e^{−r/a}⟩ < 0, so once bound it sinks and never returns. It appears at k = 0, when x₀ passes a zero of J₀. The number of s levels is thus the number of zeros of J₀ below x₀, which is finite for every finite V₀.

For a = 1 bohr and V₀ = 20 hartree, x₀ = 2√40 = 12.65. Four zeros lie below it, and diagonalization also finds four levels. The first level needs V₀ = 0.723 hartree.

Compare a tail −1/r. At zero energy, u″ = −(2/r)u. Put s = √(8r), so that ds/dr = 4/s and 2/r = 16/s². Then

(16/s²)(u_ss − u_s/s) = −(16/s²)u.

With u = sw this becomes

s²w″ + sw′ + (s² − 1)w = 0,

Bessel's equation of order one. Its solutions oscillate for ever, with zeros spaced by nearly π in s at large s. Up to radius R there are about √(8R)/π nodes.

Nodes count levels. Let u(r,E) be the solution started at the origin in a potential v, with its starting values held fixed, and let u_E = ∂u/∂E. From u″ = 2(v_l − E)u, where v_l includes the centrifugal term, u_E″ = 2(v_l − E)u_E − 2u. Hence

(u u_E′ − u′u_E)′ = u u_E″ − u″u_E = −2u².

Integrate from 0 to a node b, where u = 0:

u′(b)u_E(b) = 2∫₀ᵇ u² dr.

The node moves at the rate db/dE = −u_E/u′ = −2∫₀ᵇu²dr/[u′(b)]² < 0. As E rises, nodes enter a box at r = R and move inwards. Each entry is a level with u(R) = 0. Below the lowest level there are no nodes, so the nodes at E = 0 count the negative levels. The −1/r tail therefore supplies unlimited levels as R grows; the exponential tail does not.

**2. First contribution: a short tail binds finitely many levels**

For a general potential v, let g = max(−v, 0). Replacing v by −g can only lower the levels, so it cannot reduce their number. Scale the attraction to −λg and raise λ from 0 to 1. Every level that is bound at λ = 1 crossed zero energy at some λ < 1, where

T_l u = λgu, T_l = −½d²/dr² + l(l+1)/(2r²).

Let G_l be the inverse of T_l, and define φ = √g u. Then

√g G_l √g φ = (1/λ)φ.

Each bound level thus gives an eigenvalue 1/λ > 1 of a positive operator. Their number cannot exceed the sum of all the eigenvalues, which is the trace.

To find G_l, join the two solutions of T_l u = 0:

G_l(r,r′) = A r_<^{l+1} r_>^{−l}.

The equation T_lG_l = δ(r − r′) requires the slope to jump by −2 at r = r′. The jump of this form is −lA − (l+1)A = −(2l+1)A. Hence A = 2/(2l+1), the diagonal is G_l(r,r) = 2r/(2l+1), and

N_l ≤ [2/(2l+1)] ∫₀^∞ r g(r) dr.

A hard wall at R multiplies the diagonal by 1 − (r/R)^{2l+1} < 1, so the bound holds in every box and survives R → ∞.

If the integral is finite, each N_l is finite, and N_l = 0 once the right side is below one. The total is then finite. A nuclear singularity −Z/r does no harm, because rg stays finite at the origin. A tail −1/r makes the integral diverge. That alone would prove nothing about the number of levels; the oscillation argument above does.

For the exponential well the bound is 2V₀a². It rules out any level when 2V₀a² < 1, as used earlier. At the first threshold it equals 2 × 0.723 = 1.45, so it is a safe limit and not an estimate of the count.

**3. Neon: what the LDA potential binds**

Neon is neutral, spherical and closed-shell. Its LDA potential is v = −Z/r + v_H + v_xc. If q(r) = 4πr²n(r) is the radial density, which integrates to Z, then

v_H(r) = (1/r)∫₀^r q dr′ + ∫_r^∞ (q/r′) dr′.

Replacing the inner charge by Z minus the outer charge gives

−Z/r + v_H(r) = −∫_r^∞ q(r′)(1/r − 1/r′) dr′.

This falls as fast as the density outside r. The highest occupied orbital controls that density:

n ∝ r^{−2}e^{−2κr}, κ = √(−2ε_HOMO).

The exchange potential is v_x = −(3n/π)^{1/3}. At low density the LDA correlation potential follows nearly the same power, with a slowly varying ratio to exchange (in neon v_c/v_x rises from 0.72 at 7 bohr to 0.86 at 11 bohr). The slowest part of v is therefore

v ~ −C r^{−2/3}e^{−2κr/3}.

The radial calculation uses Slater exchange and VWN correlation. It gives κ = 0.998 bohr⁻¹, hence a predicted rate of 0.665 bohr⁻¹. A fit between 7 and 11 bohr, with the factor r^{−2/3} removed, gives 0.65 bohr⁻¹, which is 2% lower. At 10.04 bohr the potential is −0.019 eV, where −1/r would be −2.71 eV.

The trace bound allows at most 13 s levels, 4 p levels and 2 d levels. The actual counts are 3, 1 and 0. Adding more centrifugal repulsion cannot create levels, so there are none for l > 2 either. Three of the four radial levels are the occupied 1s, 2s and 2p.

The fourth is an unoccupied 3s level, bound by 0.066 eV. With this functional, LDA neon thus keeps one very weakly bound Rydberg-like level and loses the rest of the series. "Collapse" here means this loss of the discrete series. The s count stays at three in boxes of 100, 400 and 1600 bohr.

To test the role of the tail, keep the converged inner potential and use min(v, −1/r), the Latter tail. The switch to −1/r occurs at about 1.5 bohr, with about 17% of the 2p density still outside it, so it also moves the 2p level (Section 7); the growth of the count with R depends only on the far part. The same boxes now hold 9, 18 and 36 negative s levels. The predicted increases are

(√3200 − √800)/π = 9.0 and (√12800 − √3200)/π = 18.0,

in agreement with the counts. Changing the tail alone restores the unlimited series.

**4. Second contribution: the edge is too low**

A Rydberg electron far from the atom leaves a positive ion behind. Its series must therefore converge to the ionization energy I = E(Ne⁺) − E(Ne). For neon in LDA, I differs strongly from −ε_HOMO, as the numbers below show.

The link is the derivative of the total energy with respect to an occupation f. The energy is stationary under normalized changes of the orbitals, so only the explicit dependence on f contributes:

dE/df = ⟨φ|−½∇² + v_ext + v_H + v_xc|φ⟩ = ε.

Removing one electron from the 2p shell gives

I = −∫₀¹ ε_2p(f) df,

where f is the fraction of that electron still present. The ion is treated here with spherical, spin-polarized occupations.

The computed values of −ε_2p are 13.552 eV for the atom, 22.045 eV with half an electron removed, and 31.394 eV for the ion. The level deepens steadily as charge is removed from the shell, so its value in the neutral atom alone falls short of I. Simpson's rule gives

I ≈ (13.552 + 4 × 22.045 + 31.394)/6 = 22.188 eV.

The direct difference of total energies is 22.187 eV. The LDA total energies thus put the ionization limit near 22.2 eV, while the orbital energy of the neutral atom puts an edge at 13.6 eV (0.498 hartree). The window between them is 8.6 eV wide.

**5. Third contribution: the response kernel leaves the edge in place**

It remains to show that −ε_HOMO is the continuum edge of the interacting response, and not only of the orbital differences. Perturb the occupied orbitals:

φ_i(t) = e^{−iε_i t}[φ_i + Σ_a c_ia(t)φ_a].

The functions are real, i is occupied and a unoccupied. To first order,

i dc_ia/dt = (ε_a − ε_i)c_ia + δv_ia(t).

With two electrons per orbital, δn = 2Σφ_iφ_a(c_ia + c_ia*). In the adiabatic LDA the potential follows the density at the same instant, so a free oscillation has

δv_ia = Σ_jb K_ia,jb (c_jb + c_jb*),

K_ia,jb = 2∫∫ φ_i(r)φ_a(r)[1/|r−r′| + f_xc(r)δ(r−r′)]φ_j(r′)φ_b(r′) dr dr′,

where f_xc = dv_xc/dn. Insert c = Xe^{−iΩt} + Ye^{iΩt} with real X and Y, and let D be the diagonal matrix of ε_a − ε_i. Matching the two exponentials gives

ΩX = DX + K(X + Y),
−ΩY = DY + K(X + Y).

The sum and the difference of these equations are

Ω(X − Y) = (D + 2K)(X + Y),
Ω(X + Y) = D(X − Y).

Set X + Y = D^{1/2}F. The second equation gives X − Y = ΩD^{−1/2}F. Substituting into the first and multiplying by D^{1/2} yields

[D² + 2D^{1/2}KD^{1/2}]F = Ω²F.

Without K, occupied orbital i opens a continuum at −ε_i, because the unbound ε_a start at zero. The lowest edge is −ε_HOMO.

What does K do to an electron packet that escapes? Both parts of K contain the occupied orbitals, which confine the coupling to the atom. In the Hartree part the packet enters multiplied by φ_j(r′), so its contribution vanishes as the packet leaves.

The f_xc part needs more care, since exchange gives f_x = −(1/3)(3/π)^{1/3}n^{−2/3}, which diverges outside the atom. It acts, however, together with φ_iφ_j. Because n = 2Σφ_i², we have |φ_iφ_j| ≤ n/2, and the product is at most of order n^{1/3}. It decays. Between 7 and 11 bohr the computed n f_xc varies as n to the power 0.32, close to 1/3.

A state belongs to the continuum if it can be approached by normalized packets that leave every finite region while their kinetic energy stays bounded. On such packets the coupling tends to zero, so D alone fixes their energies. Packets that reach the edge without K still reach it with K, and none can form a continuum below it. This is Weyl's criterion for the essential spectrum.

The kernel may still shift discrete roots, or move one across the edge. A kernel that depends on frequency, or one with long range, needs a separate argument.

**6. Fourth contribution: what a finite basis shows**

A finite Gaussian basis has no true continuum. It replaces it by normalizable packets. For φ ∝ e^{−ζr²}, ∇φ = −2ζrφ (with r the position vector) and ⟨r²⟩ = 3/(4ζ), so

⟨−½∇²⟩ = ½ × 4ζ² × 3/(4ζ) = 3ζ/2, |φ(0)|² = (2ζ/π)^{3/2}.

As ζ falls, such a packet approaches the edge from above and its density at the atom vanishes. Its dipole coupling to the compact 2p orbital, and so its oscillator strength f, vanishes too. A bound excitation keeps both its energy and its strength.

The response equation was solved for neon in aug-cc-pVTZ plus N diffuse s functions. The added functions describe the dipole-allowed 2p→s channel; the d channel is not converged. In these bases the LDA edge lies at 13.57 eV, about 0.02 eV above the radial value. The window count covers allowed roots between the edge and I, with each degenerate triple counted once.

N | lowest LDA root (eV) | f | in window
0 | 16.66 | 0.294 | 1
2 | 13.56 | 0.068 | 1
4 | 13.50 | 0.045 | 3
6 | 13.50 | 0.045 | 5

The first row looks reasonable, since the measured first allowed excitation of neon is roughly 17 eV. The agreement is an artefact: two more functions lower the root by 3.1 eV. The compact basis confines the electron and raises its energy.

The lowest root then settles 0.08 eV below the edge, with a strength that no longer changes as s functions are added. These digits are converged in the diffuse s functions only: the same response equation solved on a radial grid gives 13.48 eV, 0.07 eV below the edge, with f = 0.048. It is the excitation into the weakly bound 3s level. The radial orbital gap is 13.552 − 0.066 = 13.486 eV, against a response root of 13.498 eV. The two calculations differ by 0.02 eV in their edges, so the kernel's shift must be read within one basis. For N = 6 the 3s orbital lies at −0.071 eV and the orbital gap is 13.503 eV, so the kernel lowers this root by about 0.005 eV (0.006 eV on the radial grid).

The roots above behave differently. For N = 6 they begin at 13.581, 13.617 and 13.747 eV. The smallest exponent, 1.65 × 10⁻⁴ bohr⁻², gives a packet energy

3ζ/2 = 2.5 × 10⁻⁴ hartree = 0.007 eV,

which is of the same size as the distance of the second root from the edge, 13.581 − 13.574 = 0.007 eV. The estimate ignores orthogonality and the atomic potential and fixes only the scale: the next exponent, three times larger, gives 0.020 eV, while the third root lies 13.617 − 13.574 = 0.043 eV above the edge. The second root of the spectrum lies at 15.33 eV with f = 0.086 for N = 2, and at 13.58 eV with f = 0.0005 for N = 6: it follows the most diffuse functions towards the edge and loses its strength. The energies of these 2p→s roots between the edge and I are therefore properties of the basis, not excitation energies of neon.

Time-dependent Hartree–Fock in the same bases is a control. Its response matrix contains the electron–hole exchange term, which for a distant electron tends to −∫φ_i²(r′)/|r − r′| dr′ → −1/r. Its edge is at 23.16 eV. The lowest root is 20.08 eV for N = 0, then 18.365 eV for N = 2, 4 and 6, with f = 0.157 throughout those three. The number of roots below the edge grows as 1, 2, 4, 6, while the lowest two stay fixed to within 0.01 eV from N = 4 to N = 6. This stability refers to the diffuse s functions. With aug-cc-pVQZ the edge moves to 23.15 eV and the lowest root to 18.35 eV. Diffuse p and d functions raise f to 0.165 and bring a further allowed root below the edge, near 22.3 eV. The control shows stability, not accuracy: about 18.35 eV is still above the measured value.

**7. Weighing the contributions**

The short tail removes the infinite series. In neon it leaves one unoccupied level, bound by 0.07 eV.

The low edge decides where the missing states would have to appear. It opens the continuum 8.6 eV below the LDA ionization energy, so energies that should belong to discrete states lie in the continuum.

Repairing the tail alone does not repair the energies. With the Latter tail added to the converged LDA potential, without a new self-consistent cycle, ε_2p = −14.23 eV and ε_3s = −4.40 eV, so the gap is 9.84 eV. This is further from the rough measured 17 eV than the LDA gap of 13.5 eV. The restored series converges to 14.23 eV, still 8.0 eV below I. Iterating to self-consistency with the tail gives ε_2p = −15.88 eV, ε_3s = −4.43 eV and a gap of 11.44 eV; the limit is then 6.3 eV below I, and the conclusion is unchanged. To place the whole Rydberg series, a potential needs both the −1/r tail, which supplies the levels, and a highest occupied level near −I, which sets their limit.

The adiabatic LDA kernel contributes nothing to the position of the edge. The basis does not cause the loss, but it can hide it: here it displaced the lowest root by 3.2 eV between N = 0 and N = 6.

The conclusion about the tail was derived for a neutral spherical atom. In a positive ion the nuclear charge exceeds the electronic charge, the LDA potential keeps an attractive Coulomb tail, and an infinite series exists. Its limit is still −ε_HOMO, so the error in the edge has to be judged separately.

Values computed for the example and the checks

```
exponential well, V0 = 20 hartree, a = 1 bohr:
  s levels by diagonalization 4, by Bessel zeros 4
  critical depth for first level: 0.7229 hartree
neon, radial LDA (Slater exchange, VWN correlation):
  -eps_HOMO = 0.49803 hartree = 13.552 eV
  -eps_2p, half electron removed: 22.045 eV
  -eps_2p, one electron removed: 31.394 eV
  ionization energy E(Ne+)-E(Ne): 22.187 eV
  same from integral of -eps_2p: 22.188 eV
  window I + eps_HOMO: 8.635 eV
  kappa = 0.9980 1/bohr, 2 kappa/3 = 0.6654 1/bohr
  fitted decay rate, 7 to 11 bohr: 0.6529 1/bohr
  n*f_xc varies as n to the power 0.3205
  at r = 10.042 bohr: v_LDA = -0.01861 eV, -1/r = -2.70975 eV
  2*integral of r|v| dr = 13.136 (no unit)
  trace bound for s, p, d: 13.14, 4.38, 2.63
  bound radial levels for s, p, d: 3, 1, 0
  trace bound excludes levels from l = 7 on
  third s level, 1600 bohr box: -6.591e-02 eV
s levels below zero in boxes of 100, 400, 1600 bohr:
  LDA potential: [3, 3, 3]
  with Latter tail: [9, 18, 36]
  Latter tail: eps_2p = -14.232 eV, eps_3s = -4.396 eV
  Latter tail: 3s-2p gap = 9.836 eV
response, aug-cc-pVTZ plus N diffuse s functions (exponents in bohr^-2):
LDA N=0: edge 13.575 eV, lowest root 16.657 eV, f = 2.937e-01
  roots below edge: 0, between edge and I: 1
LDA N=2: edge 13.574 eV, lowest root 13.561 eV, f = 6.825e-02
  roots below edge: 1, between edge and I: 1
LDA N=4: edge 13.574 eV, lowest root 13.499 eV, f = 4.526e-02
  roots below edge: 1, between edge and I: 3
LDA N=6: edge 13.574 eV, lowest root 13.498 eV, f = 4.504e-02
  roots below edge: 1, between edge and I: 5
TDHF N=0: edge 23.163 eV, lowest root 20.081 eV, f = 3.077e-01
  roots below edge: 1
TDHF N=2: edge 23.161 eV, lowest root 18.365 eV, f = 1.572e-01
  roots below edge: 2
TDHF N=4: edge 23.161 eV, lowest root 18.365 eV, f = 1.571e-01
  roots below edge: 4
TDHF N=6: edge 23.161 eV, lowest root 18.365 eV, f = 1.571e-01
  roots below edge: 6
smallest added exponent for N=2, 4, 6: 1.33e-02, 1.48e-03, 1.65e-04 bohr^-2
LDA roots 1-4, N=6 (eV): 13.498, 13.581, 13.617, 13.747
TDHF roots 1-4, N=6 (eV): 18.365, 21.298, 22.187, 22.583
```
